**Elastic reversal of two interstitial configurations in fixed supercells**

A defect with elastic dipole tensor $P$ in a cubic cell of volume $V$ at zero mean strain has the energy $E_\infty+a(P)/V$ to leading order, where $E_\infty$ is its dilute energy. If A is the dilute ground state and B lies higher by $\Delta$, the fixed cell reverses their order below $V^*=(a_A-a_B)/\Delta$, provided $a_A>a_B$. The program asserts that the closed isotropic formula for $a$ agrees with a cut-off lattice sum minus integral, and with the $1/V$ coefficient of a harmonic lattice containing explicit defect forces. It also asserts agreement between lattice and continuum for one anisotropic host, the energy $P:S:P/(2V)$ released by freeing the cell ($S$ is the elastic compliance), and the reversal itself in large lattice cells at a reduced gap. For the example the output gives $V^*=2.6$ nm³, about 165 host atoms, whereas using $P:S:P/(2V)$ as the whole correction would give 438 atoms. At zero stress the leading-order ground state is right at every volume, but the gap is too large. The small-cell output shows that higher orders matter near $V^*$: the test lattice still has the wrong order at 216 sites and the right one at 512.

## Program and output

```python
"""
Result under test: a point defect with elastic dipole tensor P in a cubic
supercell of volume V held at zero mean strain has the energy
    E_fixed = E_dilute + a(P)/V + higher orders,
and for an isotropic host
    a = 1/2 { tr(P^2)/(3 mu) - beta [(tr P)^2 + 2 tr(P^2)]/15 + beta kappa Q },
    Q = 1/3 [ sum_i P_ii^2 - sum_{i<j} (P_ii P_jj + 2 P_ij^2) ],
    beta = 1/mu - 1/M,  M = lambda + 2 mu,  kappa = a cubic lattice sum.
Two defects A (dilute ground state) and B (higher by gap) change order at
    V* = (a_A - a_B)/gap      if a_A > a_B.
Independent road: a harmonic lattice with explicit defect forces, solved in
periodic cells of many sizes.  Internal units: eV and angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.special import gamma, gammaincc

GPA = 1e9 * 1e-30 / const.e            # 1 GPa in eV/angstrom^3
KB = const.k / const.e                 # eV/K

# ---- model inputs -------------------------------------------------------
C_GPA = (520.0, 200.0, 160.0)          # C11, C12, C44
host = tuple(c * GPA for c in C_GPA)
a_bcc = 3.17
omega = a_bcc**3 / 2                   # volume per atom
spacing = omega**(1 / 3)               # test lattice: one site per atom volume
gap = 0.03                             # E_B - E_A in the dilute limit
P_A = np.array([[54., 13., 13.], [13., 54., 13.], [13., 13., 54.]])
P_B = np.array([[50., 13., 10.], [13., 50., 10.], [10., 10., 46.]])


# ---- continuum theory ---------------------------------------------------
def integer_grid(m):
    r = np.arange(-m, m + 1)
    g = np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T
    return g[np.any(g != 0, axis=1)].astype(float)


def kappa_sum(s):
    g = integer_grid(18)
    g2 = np.sum(g**2, axis=1)
    harmonic = np.sum(g**4, axis=1) / g2**2 - 0.6
    return np.sum(harmonic * gammaincc(2, s * g2))


def closed_a(P, c, kappa):
    mu, M = c[2], c[0]
    beta = 1 / mu - 1 / M
    t1, t2, d = np.trace(P), np.sum(P * P), np.diag(P)
    pairs = sum(d[i] * d[j] + 2 * P[i, j]**2
                for i in range(3) for j in range(i + 1, 3))
    Q = (np.sum(d**2) - pairs) / 3
    return 0.5 * (t2 / (3 * mu) - beta * (t1**2 + 2 * t2) / 15
                  + beta * kappa * Q)


def angular_f(n, P, c):
    """(P n) . A(n)^-1 . (P n) with the acoustic tensor A of a cubic host."""
    A = (c[1] + c[2]) * n[:, :, None] * n[:, None, :]
    for i in range(3):
        A[:, i, i] = c[0] * n[:, i]**2 + c[2] * (1 - n[:, i]**2)
    v = n @ P
    return np.sum(v * np.linalg.solve(A, v[..., None])[..., 0], axis=1)


def general_a(P, c, s=0.2, order=8):
    """Cut-off lattice sum minus integral, any cubic elastic constants.

    The cutoff error falls as exp(-pi^2/s) times a polynomial in 1/s whose
    degree grows with order, so a high order needs a small s."""
    g = integer_grid(17)
    g2 = np.sum(g**2, axis=1)
    f = angular_f(g / np.sqrt(g2)[:, None], P, c)
    lattice = np.sum(f * gammaincc(order, s * g2))
    z, w = np.polynomial.legendre.leggauss(32)
    phi = 2 * np.pi * np.arange(64) / 64
    rho = np.sqrt(1 - z**2)
    n = np.stack([np.outer(rho, np.cos(phi)), np.outer(rho, np.sin(phi)),
                  np.outer(z, np.ones(64))], axis=-1).reshape(-1, 3)
    mean = np.sum(np.repeat(w, 64) * angular_f(n, P, c)) / (2 * 64)
    cutoff_volume = (4 * np.pi / 3 * s**-1.5
                     * gamma(order + 1.5) / gamma(order))
    return -0.5 * (lattice - mean * cutoff_volume)


def release(P, c):
    """P:S:P/2 for an isotropic host."""
    lam, mu = c[1], c[2]
    return (np.sum(P * P) / (4 * mu)
            - lam * np.trace(P)**2 / (4 * mu * (3 * lam + 2 * mu)))


# ---- harmonic lattice: springs to 1st and 2nd neighbours + density term --
def lattice_energy(N, P, c):
    """Relaxation energy of an N^3-site periodic cell at fixed shape."""
    k2, B, k1 = c[2], c[1] - c[2], c[0] - c[1] - c[2]
    r = 2 * np.pi * np.arange(N) / N
    q = np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T
    sn, cs = np.sin(q), np.cos(q)
    D = (2 * k2 + B) * sn[:, :, None] * sn[:, None, :]
    for i in range(3):
        D[:, i, i] = 2 * k1 * (1 - cs[:, i]) + B * sn[:, i]**2
        for j in range(3):
            if j != i:
                D[:, i, i] += 2 * k2 * (1 - cs[:, i] * cs[:, j])
    D[0] = np.eye(3)                   # translation: carries no force
    F = sn @ P
    F[0] = 0.0
    x = np.linalg.solve(D, F[..., None])[..., 0]
    return -0.5 * np.sum(F * x) / (N**3 * omega)


def lattice_limit(P, c):
    """1/V coefficient and infinite-cell energy from lattice data alone."""
    sizes = (16, 32, 64)
    E = [lattice_energy(N, P, c) for N in sizes]
    iv = [1 / (N**3 * omega) for N in sizes]
    s1 = (E[0] - E[1]) / (iv[0] - iv[1])
    s2 = (E[1] - E[2]) / (iv[1] - iv[2])
    a = (4 * s2 - s1) / 3
    return a, E[2] - a * iv[2]


def real_space(P, c, N=4):
    """Same lattice in real space: fixed-cell and free-cell energies."""
    k2, B, k1 = c[2], c[1] - c[2], c[0] - c[1] - c[2]
    nu = 3 * N**3
    eye = np.eye(3, dtype=int)
    voigt = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
    modes = []
    for i, j in voigt:
        m = np.zeros((3, 3))
        m[i, j] = m[j, i] = 1
        modes.append(m)

    def site(v):
        v = np.mod(v, N)
        return 3 * int((v[0] * N + v[1]) * N + v[2])

    bonds = [(eye[i], k1) for i in range(3)]
    for i in range(3):
        for j in range(i + 1, 3):
            bonds += [(eye[i] + eye[j], k2), (eye[i] - eye[j], k2)]
    rows, stiffness = [], []
    for v in np.ndindex(N, N, N):
        v = np.array(v)
        for R, k in bonds:
            row = np.zeros(nu + 6)
            unit = R / np.linalg.norm(R)
            o, t = site(v), site(v + R)
            row[t:t + 3] += unit
            row[o:o + 3] -= unit
            row[nu:] = [unit @ m @ R * spacing for m in modes]
            rows.append(row)
            stiffness.append(k * spacing)
        row = np.zeros(nu + 6)
        for j in range(3):
            row[site(v + eye[j]) + j] += 0.5
            row[site(v - eye[j]) + j] -= 0.5
            row[nu + j] += spacing
        rows.append(row)
        stiffness.append(B * spacing)
    rows = np.array(rows)
    H = rows.T @ (np.array(stiffness)[:, None] * rows)
    b = np.zeros(nu + 6)
    for j in range(3):
        for sign in (1, -1):
            force = sign * P[j] / (2 * spacing)
            t = site(sign * eye[j])
            b[t:t + 3] += force
            b[nu:] += [force @ m @ (sign * eye[j]) * spacing for m in modes]
    xf = np.linalg.lstsq(H[:nu, :nu], b[:nu], rcond=1e-11)[0]
    xr = np.linalg.lstsq(H, b, rcond=1e-11)[0]
    return -0.5 * b[:nu] @ xf, -0.5 * b @ xr


# ---- tests --------------------------------------------------------------
kappa = kappa_sum(0.2)
kappa_shift = kappa_sum(0.3) - kappa
assert abs(kappa_shift) < 1e-8
assert abs(host[0] - host[1] - 2 * host[2]) < 1e-12      # isotropic host

aA, aB = closed_a(P_A, host, kappa), closed_a(P_B, host, kappa)
for P, a in ((P_A, aA), (P_B, aB)):
    assert abs(general_a(P, host) / a - 1) < 1e-6
    assert abs(general_a(P, host, s=0.16) / a - 1) < 1e-6
cutoff_error = [general_a(P_A, host, s=s) / aA - 1 for s in (0.3, 0.2, 0.16)]
bulk = (host[0] + 2 * host[1]) / 3
dilation = 50 * np.eye(3)
ratio = general_a(dilation, host) / release(dilation, host)
assert abs(ratio - bulk / host[0]) < 1e-6

latA, infA = lattice_limit(P_A, host)
latB, infB = lattice_limit(P_B, host)
assert abs(latA / aA - 1) < 3e-3 and abs(latB / aB - 1) < 3e-3
assert abs((latA - latB) / (aA - aB) - 1) < 2e-2

aniso = (host[0], host[1], 0.75 * host[2])
lat_an = lattice_limit(P_B, aniso)[0]
gen_an = general_a(P_B, aniso)
assert abs(lat_an / gen_an - 1) < 5e-3

fixed4, free4 = real_space(P_B, host)
V4 = 64 * omega
assert abs(fixed4 - lattice_energy(4, P_B, host)) < 1e-7
assert abs((free4 - fixed4) + release(P_B, host) / V4) < 1e-7


def lattice_gap(N, dilute_gap):
    """E_B - E_A seen in a fixed lattice cell of N^3 sites."""
    return (dilute_gap + (lattice_energy(N, P_B, host) - infB)
            - (lattice_energy(N, P_A, host) - infA))


V_star = (aA - aB) / gap
assert aA > aB
small_gap = gap / 216                  # moves the crossing to large cells
N_cross = (216 * V_star / omega)**(1 / 3)
N_low, N_high = int(0.85 * N_cross), int(1.2 * N_cross)
assert lattice_gap(N_low, small_gap) < 0 < lattice_gap(N_high, small_gap)

rA, rB = release(P_A, host), release(P_B, host)
free_diff = (aA - rA) - (aB - rB)
assert free_diff < 0                   # no wrong order at zero stress

# ---- output -------------------------------------------------------------
print("C11, C12, C44 = %.0f, %.0f, %.0f GPa" % C_GPA)
print("M, mu, K = %.4f, %.4f, %.4f eV/A^3" % (host[0], host[2], bulk))
print("bcc lattice parameter = %.3f nm; atomic volume = %.3f A^3"
      % (a_bcc / 10, omega))
print("dilute gap E_B - E_A = %.3f eV" % gap)
for name, P in (("A", P_A), ("B", P_B)):
    print("P_%s xx,yy,zz,yz,xz,xy = %.0f %.0f %.0f %.0f %.0f %.0f eV"
          % (name, P[0, 0], P[1, 1], P[2, 2], P[1, 2], P[0, 2], P[0, 1]))
    print("  tr P = %.0f eV; tr P^2 = %.0f eV^2; relax. volume = %.2f atoms"
          % (np.trace(P), np.sum(P * P), np.trace(P) / (3 * bulk) / omega))
print("kappa = %.6f (shift with cutoff %.1e)" % (kappa, kappa_shift))
print("a_A, sum minus integral against closed form, relative deviation:")
print("  s = 0.3: %.1e; s = 0.2: %.1e; s = 0.16: %.1e" % tuple(cutoff_error))
print("a_A, a_B, a_A-a_B = %.2f, %.2f, %.2f eV A^3" % (aA, aB, aA - aB))
print("same from lattice = %.2f, %.2f, %.2f eV A^3"
      % (latA, latB, latA - latB))
print("anisotropic test, C44 = %.0f GPa: a_B theory %.2f, lattice %.2f eV A^3"
      % (aniso[2] / GPA, gen_an, lat_an))
print("dilation: a / (P:S:P/2) = %.4f; K/M = %.4f" % (ratio, bulk / host[0]))
print("V* = %.3f nm^3 = %.1f host atoms; cube edge %.3f nm"
      % (V_star / 1000, V_star / omega, V_star**(1 / 3) / 10))
print("P:S:P/2 for A, B = %.2f, %.2f eV A^3" % (rA, rB))
print("mistaken V* from P:S:P/2 = %.3f nm^3 = %.1f atoms"
      % ((rA - rB) / gap / 1000, (rA - rB) / gap / omega))
print("zero-stress coefficient difference A-B = %.2f eV A^3" % free_diff)
print("bcc cells: atoms, V (nm^3), gap fixed (eV), gap zero stress (eV)")
for n in (3, 4, 5, 6, 7):
    V = n**3 * a_bcc**3
    print("  %4d  %7.3f  %8.4f  %8.4f"
          % (2 * n**3, V / 1000, gap - (aA - aB) / V, gap - free_diff / V))
print("real-space test, 64 sites: release energy lattice %.5f, formula %.5f eV"
      % (free4 - fixed4, -rB / V4))
print("crossing test, gap/216: predicted N = %.1f sites per edge" % N_cross)
for N in (N_low, N_high):
    print("  N = %d: lattice gap = %.3f meV"
          % (N, 1000 * lattice_gap(N, small_gap)))
print("higher orders: sites, gap lattice (eV), gap leading order (eV)")
for N in (4, 5, 6, 8):
    print("  %4d  %8.4f  %8.4f" % (N**3, lattice_gap(N, gap),
                                  gap - (aA - aB) / (N**3 * omega)))
for scale in (0.9, 1.1):
    c = (host[0], host[1], scale * host[2])
    v = (general_a(P_A, c) - general_a(P_B, c)) / gap
    print("C44 times %.1f: V* = %.1f atoms" % (scale, v / omega))
for scale in (0.98, 1.02):
    v = (closed_a(scale * P_A, host, kappa) - aB) / gap
    print("P_A times %.2f: V* = %.1f atoms" % (scale, v / omega))
strain = [-2 * a / (np.trace(P) * V_star) for a, P in ((aA, P_A), (aB, P_B))]
core = [0.5 * bulk * (3 * e)**2 * 10 * omega for e in strain]
print("image strain at V*: A %.5f, B %.5f" % tuple(strain))
print("core of 10 atoms with doubled K: A %.4f, B %.4f, A-B %.4f eV"
      % (core[0], core[1], core[0] - core[1]))
print("cell pressure of A at V* = %.2f GPa"
      % (np.trace(P_A) / (3 * V_star) / GPA))
print("gap/k_B = %.0f K; k_B T at 300 K = %.4f eV" % (gap / KB, 300 * KB))
print("success")
```

It prints:

```
C11, C12, C44 = 520, 200, 160 GPa
M, mu, K = 3.2456, 0.9986, 1.9141 eV/A^3
bcc lattice parameter = 0.317 nm; atomic volume = 15.928 A^3
dilute gap E_B - E_A = 0.030 eV
P_A xx,yy,zz,yz,xz,xy = 54 54 54 13 13 13 eV
  tr P = 162 eV; tr P^2 = 9762 eV^2; relax. volume = 1.77 atoms
P_B xx,yy,zz,yz,xz,xy = 50 50 46 10 10 13 eV
  tr P = 146 eV; tr P^2 = 7854 eV^2; relax. volume = 1.60 atoms
kappa = 1.114797 (shift with cutoff -1.5e-11)
a_A, sum minus integral against closed form, relative deviation:
  s = 0.3: 1.0e-06; s = 0.2: 6.6e-12; s = 0.16: 1.6e-12
a_A, a_B, a_A-a_B = 440.98, 362.22, 78.76 eV A^3
same from lattice = 440.84, 362.10, 78.74 eV A^3
anisotropic test, C44 = 120 GPa: a_B theory 395.99, lattice 395.72 eV A^3
dilation: a / (P:S:P/2) = 0.5897; K/M = 0.5897
V* = 2.625 nm^3 = 164.8 host atoms; cube edge 1.380 nm
P:S:P/2 for A, B = 1015.58, 806.12 eV A^3
mistaken V* from P:S:P/2 = 6.982 nm^3 = 438.4 atoms
zero-stress coefficient difference A-B = -130.70 eV A^3
bcc cells: atoms, V (nm^3), gap fixed (eV), gap zero stress (eV)
    54    0.860   -0.0616    0.1820
   128    2.039   -0.0086    0.0941
   250    3.982    0.0102    0.0628
   432    6.881    0.0186    0.0490
   686   10.926    0.0228    0.0420
real-space test, 64 sites: release energy lattice -0.79081, formula -0.79081 eV
crossing test, gap/216: predicted N = 32.9 sites per edge
  N = 27: lattice gap = -0.116 meV
  N = 39: lattice gap = 0.055 meV
higher orders: sites, gap lattice (eV), gap leading order (eV)
    64   -0.1316   -0.0473
   125   -0.0341   -0.0096
   216   -0.0017    0.0071
   512    0.0185    0.0203
C44 times 0.9: V* = 164.1 atoms
C44 times 1.1: V* = 163.3 atoms
P_A times 0.98: V* = 128.3 atoms
P_A times 1.02: V* = 202.1 atoms
image strain at V*: A -0.00207, B -0.00189
core of 10 atoms with doubled K: A 0.0059, B 0.0049, A-B 0.0010 eV
cell pressure of A at V* = 3.30 GPa
gap/k_B = 348 K; k_B T at 300 K = 0.0259 eV
success
```
